# Products and Integrals of Wigner Rotation Matrices

Suppose the interaction of a rigid rotor with its surroundings has been expanded in rotation matrices, and its matrix elements are needed in a basis whose functions are themselves normalized rotation-matrix elements, regarded as functions of the three Euler angles. One must decide whether to integrate numerically over three Euler angles for every element, or to replace each integral by a product of two tabulated coefficients. The theorem below permits the second choice and states the condition on the angular momenta and on the range of the angles under which it is correct.

## Conventions

Set $\hbar=1$. The states $|jm\rangle$ have the standard phases,

$$J_\pm|jm\rangle=\sqrt{j(j+1)-m(m\pm1)}\,|j,m\pm1\rangle,\qquad J_\pm=J_x\pm iJ_y .$$

The rotation matrix is

$$D^j_{m'm}(\alpha,\beta,\gamma)=\langle jm'|e^{-i\alpha J_z}e^{-i\beta J_y}e^{-i\gamma J_z}|jm\rangle=e^{-im'\alpha}d^j_{m'm}(\beta)e^{-im\gamma},$$

with $d^j_{m'm}(\beta)=\langle jm'|e^{-i\beta J_y}|jm\rangle$. The second form follows because the outer exponentials act on eigenstates of $J_z$.

Integrals use $d\Omega=d\alpha\,\sin\beta\,d\beta\,d\gamma$ with $0\le\alpha,\gamma\le2\pi$ and $0\le\beta\le\pi$. The total volume is $2\pi\cdot2\cdot2\pi=8\pi^2$.

For two commuting angular momenta, $\mathbf J=\mathbf J_1+\mathbf J_2$, the product space splits into multiplets $|JM\rangle$. The number of multiplets with a given $J$ is $N(J)-N(J+1)$, where $N(M)$ counts the pairs $(m_1,m_2)$ with $m_1+m_2=M$. For $M\ge0$, $N(M)=2\min(j_1,j_2)+1$ up to $M=|j_1-j_2|$; it then falls by one per step, reaching zero at $M=j_1+j_2+1$. Each $J$ from $|j_1-j_2|$ to $j_1+j_2$ therefore occurs once.

The Clebsch-Gordan coefficients $\langle j_1m_1j_2m_2|JM\rangle$ can be chosen real. The highest state of a multiplet solves $J_+|JJ\rangle=0$, which is a real linear system in the product basis, and lowering keeps the coefficients real. The sign is fixed by making the component of $|JJ\rangle$ with $m_1=j_1$ positive. Coefficients outside the allowed ranges are zero. The 3j symbol is

$$\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}=\frac{(-1)^{j_1-j_2-m_3}}{\sqrt{2j_3+1}}\langle j_1m_1j_2m_2|j_3,-m_3\rangle .$$

## Theorem

**(A)** For all $j_1,j_2$, with $M'=m_1'+m_2'$ and $M=m_1+m_2$,

$$D^{j_1}_{m_1'm_1}D^{j_2}_{m_2'm_2}=\sum_{J=|j_1-j_2|}^{j_1+j_2}\langle j_1m_1'j_2m_2'|JM'\rangle\langle j_1m_1j_2m_2|JM\rangle D^J_{M'M}.$$

**(B)** If $j+k$ is an integer,

$$\int d\Omega\,D^{j*}_{m'm}D^k_{n'n}=\frac{8\pi^2}{2j+1}\,\delta_{jk}\delta_{m'n'}\delta_{mn}.$$

**(C)** If $j_1+j_2+j_3$ is an integer,

$$\int d\Omega\,D^{j_1}_{m_1'm_1}D^{j_2}_{m_2'm_2}D^{j_3}_{m_3'm_3}=8\pi^2\begin{pmatrix}j_1&j_2&j_3\\m_1'&m_2'&m_3'\end{pmatrix}\begin{pmatrix}j_1&j_2&j_3\\m_1&m_2&m_3\end{pmatrix}.$$

## Proof of (A)

Let $R$ be the rotation operator built from the total $\mathbf J$. Since every component of $\mathbf J_1$ commutes with every component of $\mathbf J_2$, each exponential factorizes, for example $e^{-i\beta J_y}=e^{-i\beta J_{1y}}e^{-i\beta J_{2y}}$. The factors of system 1 can be moved past those of system 2, so $R=R_1R_2$. Hence

$$\langle m_1'm_2'|R|m_1m_2\rangle=D^{j_1}_{m_1'm_1}D^{j_2}_{m_2'm_2}.$$

Insert the complete coupled basis on both sides of $R$. The components of $\mathbf J$ do not connect different multiplets, and within one multiplet they have the standard matrices, so $\langle JK'|R|LK\rangle=\delta_{JL}D^J_{K'K}$. This gives

$$D^{j_1}_{m_1'm_1}D^{j_2}_{m_2'm_2}=\sum_{JK'K}\langle m_1'm_2'|JK'\rangle D^J_{K'K}\langle JK|m_1m_2\rangle .$$

The last coefficient equals $\langle m_1m_2|JK\rangle$ because the coefficients are real. Conservation of $J_z$ leaves $K'=M'$ and $K=M$. This is (A). Physically, rotating two systems together is the same as rotating their coupled states, and a rotation does not change $J$. At zero angles $D^j_{m'm}=\delta_{m'm}$, and (A) reduces to the completeness relation of the coefficients.

## Lemma 1: complex conjugation

$$D^{j*}_{m'm}=(-1)^{m'-m}D^j_{-m',-m}.$$

*Proof.* Define $A(\beta)=e^{i\beta J_y}Ae^{-i\beta J_y}$ for an operator $A$. Differentiation gives $A'(\beta)=i[J_y,A](\beta)$. With $[J_y,J_z]=iJ_x$ and $[J_y,J_x]=-iJ_z$,

$$J_z'(\beta)=-J_x(\beta),\qquad J_x'(\beta)=J_z(\beta).$$

The solution with the correct values at $\beta=0$ is

$$J_z(\beta)=J_z\cos\beta-J_x\sin\beta,\qquad J_x(\beta)=J_x\cos\beta+J_z\sin\beta. \tag{1}$$

Let $Y=e^{-i\pi J_y}$. Setting $\beta=-\pi$ in (1) gives $YJ_zY^{-1}=-J_z$ and $YJ_xY^{-1}=-J_x$, while $J_y$ is unchanged. Therefore $YJ_+Y^{-1}=-J_x+iJ_y=-J_-$.

From $J_zY|jm\rangle=-YJ_z|jm\rangle=-mY|jm\rangle$ it follows that $Y|jm\rangle=c_m|j,-m\rangle$ with $|c_m|=1$. Now apply $YJ_+=-J_-Y$ to $|jm\rangle$ with $m<j$:

$$\sqrt{j(j+1)-m(m+1)}\;c_{m+1}|j,-m-1\rangle=-c_m\sqrt{j(j+1)-(-m)(-m-1)}\;|j,-m-1\rangle .$$

The square roots are equal, so $c_{m+1}=-c_m$ and $c_{m'}^*c_m=(-1)^{m'-m}$. Since $Y$ is unitary and commutes with $e^{-i\beta J_y}$,

$$d^j_{m'm}=\langle jm'|Y^\dagger e^{-i\beta J_y}Y|jm\rangle=c_{m'}^*c_m\,d^j_{-m',-m}=(-1)^{m'-m}d^j_{-m',-m}.$$

The matrix of $-iJ_y=-(J_+-J_-)/2$ is real, so $d^j$ is real. Thus

$$D^{j*}_{m'm}=e^{im'\alpha}d^j_{m'm}e^{im\gamma}=(-1)^{m'-m}e^{-i(-m')\alpha}d^j_{-m',-m}e^{-i(-m)\gamma},$$

which is the assertion. ∎

## Lemma 2: the integral of one rotation matrix

For integer $J$,

$$\int d\Omega\,D^J_{M'M}=8\pi^2\,\delta_{J0}\delta_{M'0}\delta_{M0}.$$

*Proof.* For $J=0$ the integrand is 1. Let $J\ge1$. Since $M'$ and $M$ are integers, the integrals over $\alpha$ and $\gamma$ give $2\pi\delta_{M'0}$ and $2\pi\delta_{M0}$. It remains to integrate $f(\beta)=\langle J0|U|J0\rangle$ with $U=e^{-i\beta J_y}$. Write $\langle X\rangle$ for $\langle J0|X|J0\rangle$. Then

$$f'=-i\langle UJ_y\rangle,\qquad f''=-\langle UJ_y^2\rangle .$$

Because $J_z|J0\rangle=0$, $J_y^2|J0\rangle=[J(J+1)-J_x^2]|J0\rangle$, and so

$$f''=-J(J+1)f+\langle UJ_x^2\rangle. \tag{2}$$

To find the last term, multiply the first equation of (1) by $U$ from the left: $J_zU=U(J_z\cos\beta-J_x\sin\beta)$. Acting from the left with $\langle J0|$ makes the left side zero. Acting on $J_x|J0\rangle$ then gives

$$\sin\beta\,\langle UJ_x^2\rangle=\cos\beta\,\langle UJ_zJ_x\rangle .$$

Here $J_zJ_x|J0\rangle=[J_z,J_x]|J0\rangle=iJ_y|J0\rangle$, and $\langle UJ_y\rangle=if'$, so $\langle UJ_zJ_x\rangle=i\cdot if'=-f'$. Hence $\langle UJ_x^2\rangle=-\cot\beta\,f'$. Equation (2) becomes

$$f''+\cot\beta\,f'+J(J+1)f=0 .$$

Multiplication by $\sin\beta$ turns the first two terms into $(\sin\beta\,f')'$. Integrating from 0 to $\pi$,

$$J(J+1)\int_0^\pi f\sin\beta\,d\beta=-\big[\sin\beta\,f'\big]_0^\pi=0,$$

since $f'$ is finite at the ends. The factor $J(J+1)$ is not zero, so the integral is. ∎

## Lemma 3: the singlet coefficient

$$\langle ja\,kb|00\rangle=\delta_{jk}\delta_{a,-b}\frac{(-1)^{j-a}}{\sqrt{2j+1}}.$$

*Proof.* $J=0$ requires $|j-k|=0$, and $M=0$ requires $b=-a$. Write $|00\rangle=\sum_as_a|a,-a\rangle$. In $J_+|00\rangle=0$, the state $|a+1,-a\rangle$ arises from raising the first system in $|a,-a\rangle$ and from raising the second in $|a+1,-a-1\rangle$. Both carry the factor $\sqrt{j(j+1)-a(a+1)}$, which is nonzero for $a<j$. Therefore $s_a+s_{a+1}=0$. The $2j+1$ coefficients have equal magnitude and alternate in sign. Normalization and the convention $s_j>0$ complete the proof. ∎

## Proof of (B)

Apply Lemma 1 to the first factor and then (A):

$$D^{j*}_{m'm}D^k_{n'n}=(-1)^{m'-m}\sum_J\langle j,-m'\,kn'|J,n'-m'\rangle\langle j,-m\,kn|J,n-m\rangle D^J_{n'-m',n-m}.$$

Every $J$ in the sum is an integer because $j+k$ is one. Lemma 2 therefore applies to each term, and only $J=0$ survives:

$$\int d\Omega\,D^{j*}_{m'm}D^k_{n'n}=8\pi^2(-1)^{m'-m}\langle j,-m'\,kn'|00\rangle\langle j,-m\,kn|00\rangle .$$

Lemma 3 supplies $\delta_{jk}\delta_{m'n'}\delta_{mn}/(2j+1)$ and the signs $(-1)^{j+m'}(-1)^{j+m}$. The total exponent is

$$(m'-m)+(j+m')+(j+m)=2(j+m'),$$

which is even because $j+m'$ is an integer. This proves (B). ∎

The factor $1/(2j+1)$ has a direct meaning. Divided by the volume $8\pi^2$, (B) says that the average of $|D^j_{m'm}|^2$ over all orientations is $1/(2j+1)$: a randomly rotated state $|jm\rangle$ is found with equal probability in each of the $2j+1$ states $|jm'\rangle$.

## Proof of (C)

Lemma 1 with both indices reversed gives $D^{j_3}_{m_3'm_3}=(-1)^{m_3'-m_3}D^{j_3*}_{-m_3',-m_3}$. Expand the first two factors of the integrand by (A). Each $J$ in that sum differs from $j_1+j_2$ by an integer, so $J+j_3$ is an integer and (B) applies. It selects $J=j_3$, $M'=-m_3'$ and $M=-m_3$:

$$\int d\Omega\,D^{j_1}_{m_1'm_1}D^{j_2}_{m_2'm_2}D^{j_3}_{m_3'm_3}=\frac{8\pi^2(-1)^{m_3'-m_3}}{2j_3+1}\langle j_1m_1'j_2m_2'|j_3,-m_3'\rangle\langle j_1m_1j_2m_2|j_3,-m_3\rangle .$$

Each coefficient equals $\sqrt{2j_3+1}\,(-1)^{j_1-j_2-m_3}$ times its 3j symbol, with $m_3'$ in place of $m_3$ for the primed one. These exponents are integers, since $j_1-j_2-m_3=(j_1+j_2+j_3)-2j_2-(j_3+m_3)$. The two square roots cancel $2j_3+1$. The remaining exponent is

$$(m_3'-m_3)+(j_1-j_2-m_3')+(j_1-j_2-m_3)=2(j_1-j_2-m_3),$$

which is even. This proves (C). ∎

The integral vanishes unless $m_1'+m_2'+m_3'=0$, $m_1+m_2+m_3=0$ and the three $j$ satisfy the triangle rule. These are necessary conditions; a 3j symbol may also vanish when they hold.

## Remark: matrix elements between normalized functions

By (B), the functions $\Phi^j_{m'm}=\sqrt{(2j+1)/8\pi^2}\,D^j_{m'm}$ are orthonormal within the set of integer $j$ and, separately, within the set of half-odd $j$; on this range of angles the two sets are not orthogonal to each other. Expanding $D^k_{q'q}D^j_{m'm}$ by (A) and projecting with (B), which requires $J+k+j$ to be an integer, gives

$$\int d\Omega\,\Phi^{J*}_{M'M}D^k_{q'q}\Phi^j_{m'm}=\sqrt{\frac{2j+1}{2J+1}}\,\langle kq'jm'|JM'\rangle\langle kqjm|JM\rangle .$$

The prefactor is $\sqrt{(2J+1)(2j+1)}/8\pi^2$ from the normalization times $8\pi^2/(2J+1)$ from (B). This is the replacement for quadrature described at the start. For $k=0$ it reduces to orthonormality.

## Remark: where the integer condition matters

Adding $2\pi$ to $\alpha$ multiplies $D^J$ by $(-1)^{2J}$. If the angular momenta in an integrand add to a half-odd number, the integrand changes sign under a full turn, so $2\pi$ is not a period of it; the range $0$ to $2\pi$ is only half of the period $4\pi$ common to all such integrands. The integral need not vanish. Take $D^{1/2}_{1/2,1/2}=e^{-i\alpha/2}\cos(\beta/2)e^{-i\gamma/2}$. The $\alpha$ and $\gamma$ integrals are each

$$\int_0^{2\pi}e^{-i\alpha/2}d\alpha=2i\,(e^{-i\pi}-1)=-4i .$$

With $u=\cos(\beta/2)$, the $\beta$ integral is

$$\int_0^\pi\cos\tfrac\beta2\,\sin\beta\,d\beta=2\int_0^\pi\cos^2\tfrac\beta2\,\sin\tfrac\beta2\,d\beta=4\int_0^1u^2du=\tfrac43 .$$

The result is $(-4i)^2\cdot\tfrac43=-64/3\approx-21.33$. This is the case $j=0$, $k=1/2$ of (B), for which the Kronecker delta would have given zero.

The cure is to let $\gamma$ run to $4\pi$. Then $\int_0^{4\pi}e^{-iM\gamma}d\gamma=0$ for every nonzero integer or half-odd $M$. Lemma 2 now holds for all $J$ with $16\pi^2$ in place of $8\pi^2$, because a half-odd $J$ has no $M=0$. The proof of (B) then holds for all $j$ and $k$ with the same replacement. So does (C) when $j_1+j_2+j_3$ is an integer; when it is not, the triple integral is zero.

## Worked example

Take $j_1=1$, $j_2=3/2$, $(m_1',m_2')=(1,-\tfrac12)$, $(m_1,m_2)=(0,\tfrac12)$ and $(\alpha,\beta,\gamma)=(0.7,1.1,0.4)$ rad. Then $M'=M=\tfrac12$. The direct product is

$$(-0.481987+0.405972i)(0.610049+0.092200i)=-0.331466+0.203224i .$$

The three terms of (A) are

- $J=\tfrac12$: $\sqrt{\tfrac16}\left(-\sqrt{\tfrac13}\right)(0.726798-0.445604i)=-0.171308+0.105030i$
- $J=\tfrac32$: $\sqrt{\tfrac8{15}}\left(-\sqrt{\tfrac1{15}}\right)(0.131110-0.080384i)=-0.024722+0.015157i$
- $J=\tfrac52$: $\sqrt{\tfrac3{10}}\sqrt{\tfrac35}\,(-0.319226+0.195719i)=-0.135436+0.083037i$

Their sum is $-0.331466+0.203224i$, equal to the direct product at the digits shown.

For the norm integral of a $D^{3/2}$ element, (B) gives $78.956835/4=19.739209$, and three-dimensional quadrature gives the same value.

For the triple integral add $j_3=5/2$ with $m_3'=m_3=-\tfrac12$. The sign in the 3j definition is $(-1)^{1-3/2+1/2}=1$, so the two symbols follow from the $J=5/2$ coefficients:

$$\sqrt{\tfrac3{10}}\Big/\sqrt6=\sqrt{\tfrac1{20}},\qquad\sqrt{\tfrac35}\Big/\sqrt6=\sqrt{\tfrac1{10}} .$$

Then (C) gives $78.956835\times0.223607\times0.316228=5.5831$, in agreement with the quadrature value $5.583091$. The numerical check compares (A), (B) and (C) for all index values in several sets of angular momenta, including half-integer ones.

## Numbers as computed

```
All D values, coefficients and integrals are dimensionless
alpha, beta, gamma (rad): 0.7 1.1 0.4
j1 = 1, j2 = 1.5; m1' = 1, m2' = -0.5; m1 = 0, m2 = 0.5
D^1 element      : -0.481987 +0.405972i
D^3/2 element    : +0.610049 +0.092200i
direct product   : -0.331466 +0.203224i
J = 0.5: C(m') = +0.408248, C(m) = -0.577350
   sign and square of C(m'), C(m): +1/6 -1/3
   D^J element   : +0.726798 -0.445604i
   term          : -0.171308 +0.105030i
J = 1.5: C(m') = +0.730297, C(m) = -0.258199
   sign and square of C(m'), C(m): +8/15 -1/15
   D^J element   : +0.131110 -0.080384i
   term          : -0.024722 +0.015157i
J = 2.5: C(m') = +0.547723, C(m) = +0.774597
   sign and square of C(m'), C(m): +3/10 +3/5
   D^J element   : -0.319226 +0.195719i
   term          : -0.135436 +0.083037i
sum of the terms : -0.331466 +0.203224i
group volume 8 pi^2 = 78.956835
norm integral of the D^3/2 element, quadrature = 19.739209
8 pi^2/(2j+1) for j = 3/2 = 19.739209
triple integral: j3 = 2.5, m3' = -0.5, m3 = -0.5
3j(m') = +0.223607, 3j(m) = +0.316228
sign and square of 3j(m'), 3j(m): +1/20 +1/10
triple integral, quadrature = +5.583091
8 pi^2 3j(m') 3j(m)         = +5.583091
integral of D^1/2_{1/2,1/2}, gamma to 2 pi: -21.333333
the same, gamma to 4 pi: magnitude below 1e-9 is True
largest error, Clebsch-Gordan series: 1e-15
largest error, orthogonality        : 9e-14
largest error, triple integral      : 3e-14
```
